\section*{How many oxide layers angle-resolved photoemission can resolve}

\section*{Setting}

Photoelectrons from one core level are counted at several emission angles $\theta$, measured from the surface normal. The aim is to recover the depth profile $c(z)$ of one element, defined as its content relative to a thick uniform reference, with $z\ge 0$ measured inward. The model assumes a flat surface, straight escape paths and one attenuation length $\lambda$ shared by sample and reference. An electron from depth $z$ travels $z/\cos\theta$ and escapes with probability $e^{-sz}$, where
\begin{equation}
s=\frac{1}{\lambda\cos\theta}.
\end{equation}
All measured rates $s_i$ lie in $[a,b]$. Write $\gamma=b/a=\cos\theta_{\min}/\cos\theta_{\max}$ and $\kappa=1/\gamma<1$.

\section*{(a) From angles to a Laplace transform}

\textit{Find the signal $y(s)$ normalised to the reference, and the matrix whose eigenvalues are the squared singular values of the map from profile to data.}

\textbf{Solution.} At a given angle, sample and reference share the same geometrical and instrumental factor, which cancels in the ratio:
\begin{equation}
y(s)=\frac{\int_0^\infty c\,e^{-sz}dz}{\int_0^\infty e^{-sz}dz}
=s\int_0^\infty c(z)e^{-sz}dz .
\end{equation}
This is $s$ times a Laplace transform. To allow unequal noise, let each datum carry a positive weight:
\begin{equation}
(Fc)_i=w_i\int_0^\infty e^{-s_iz}c(z)\,dz .
\end{equation}
Equal noise corresponds to $w_i=s_i$. If the standard deviations $\delta_i$ differ, $w_i=s_i/\delta_i$ gives data of unit noise. With the norm $\|c\|^2=\int_0^\infty c^2dz$, the squared singular values $\sigma_0^2\ge\sigma_1^2\ge\dots$ are the eigenvalues of
\begin{equation}
G_{ij}=(FF^T)_{ij}=w_iw_j\int_0^\infty e^{-(s_i+s_j)z}dz=\frac{w_iw_j}{s_i+s_j}.
\end{equation}

\section*{(b) What a further angle adds}

\textit{Remove from $e^{-tz}$ its projection on $k$ exponentials with distinct rates $p_1,\dots,p_k$. Find the inner product of two such residuals.}

\textbf{Solution.} Let $R_t=e^{-tz}-\sum_j\alpha_je^{-p_jz}$ be the residual. Its inner product with $e^{-sz}$ is
\begin{equation}
q(s)=\frac1{s+t}-\sum_{j=1}^k\frac{\alpha_j}{s+p_j}.
\end{equation}
Over the common denominator $(s+t)\prod_j(s+p_j)$, the numerator has degree at most $k$. Orthogonality makes it vanish at the $k$ points $s=p_j$. Therefore
\begin{equation}
q(s)=\frac{C}{s+t}\,r(s),\qquad r(s)=\prod_{j=1}^k\frac{s-p_j}{s+p_j}.
\end{equation}
The residue at $s=-t$ must be 1, so $C\,r(-t)=1$. Each factor of $r$ is inverted when $s$ changes sign, hence $r(-t)=1/r(t)$ and $C=r(t)$. Since $R_t$ is orthogonal to everything subtracted from $e^{-sz}$,
\begin{equation}
\langle R_s,R_t\rangle=q(s)=\frac{r(s)r(t)}{s+t}.
\end{equation}
At $s=t$ this is $r(t)^2/(2t)$, while $\|e^{-tz}\|^2=1/(2t)$. The part of a new angle's response that the other $k$ angles do not contain is thus the fraction $|r(t)|$ of its norm. For a measurement at $70^\circ$ after $0^\circ$, $40^\circ$ and $60^\circ$, the factors are $(\cos\theta_j-\cos70^\circ)/(\cos\theta_j+\cos70^\circ)$, and
\begin{equation}
|r|=0.490\times0.383\times0.188=0.035 .
\end{equation}

\section*{(c) A bound on every singular value}

\textit{Bound $\sigma_k$ by $\sigma_0$ and $r$.}

\textbf{Solution.} Let $P$ project on the $k$ exponentials. The operator $FP$ has rank at most $k$, so the space of the first $k+1$ right singular vectors of $F$ contains a unit vector $v$ with $FPv=0$. In that space $\|Fv\|\ge\sigma_k$, and therefore
\begin{equation}
\sigma_k\le\|Fv\|=\|F(1-P)v\|\le\|F(1-P)\| .
\end{equation}
By (b), $F(1-P)F^T$ has elements $r(s_i)G_{ij}r(s_j)$. Its norm is at most $\max_i r(s_i)^2\,\sigma_0^2$, so
\begin{equation}
\sigma_k\le\sigma_0\max_{a\le s\le b}|r(s)| .
\label{sv}
\end{equation}
The rates $p_j$ are free: they need not be measured angles. The bound holds for any number of data in $[a,b]$ and any weights.

\section*{(d) A good choice of rates}

\textit{Choose $p_j$ so that $r$ has equal ripples on $[a,b]$, and find their height $\varepsilon_k$.}

\textbf{Solution.} For $k=1$ take $p_1=\sqrt{ab}$. Then $r$ rises from $-\varepsilon_1$ at $a$ to $\varepsilon_1$ at $b$, with
\begin{equation}
\varepsilon_1=e(\kappa),\qquad e(\kappa)=\frac{1-\sqrt\kappa}{1+\sqrt\kappa}.
\end{equation}
For general $k$, let $K(\kappa)$ be the complete elliptic integral as a function of its modulus, and set $\kappa'=\sqrt{1-\kappa^2}$, $K=K(\kappa)$, $K'=K(\kappa')$. The Jacobi function $\mathrm{dn}\,u$ of modulus $\kappa'$ is even, has period $2K'$, falls from 1 to $\kappa$ on $[0,K']$, and obeys $\mathrm{dn}(u+2iK)=-\mathrm{dn}\,u$. It takes each value twice per cell of periods $2K'$, $4iK$. Put $s=b\,\mathrm{dn}\,u$ and
\begin{equation}
p_j=b\,\mathrm{dn}\,u_j,\qquad u_j=\frac{(2j-1)K'}{2k}.
\end{equation}
As a function of $u$, $r$ has simple zeros at $\pm u_j$ and their translates. On the real axis these are all odd multiples of $K'/(2k)$. Its poles are the zeros shifted by $2iK$.

Compare this with the one-rate function of another modulus $\kappa_k$:
\begin{equation}
g(v)=\frac{\mathrm{dn}\,v-\sqrt{\kappa_k}}{\mathrm{dn}\,v+\sqrt{\kappa_k}},\qquad v=\frac{kK(\kappa_k')}{K'}\,u ,
\end{equation}
where $\mathrm{dn}$ has modulus $\kappa_k'=\sqrt{1-\kappa_k^2}$. Because $\mathrm{dn}(K(\kappa_k')/2)=\sqrt{\kappa_k}$, its real zeros are also the odd multiples of $K'/(2k)$ in $u$. The imaginary periods agree if
\begin{equation}
Q(\kappa_k)=kQ(\kappa),\qquad Q(\kappa)=\frac{K(\kappa)}{K(\kappa')}.
\label{Q}
\end{equation}
This has one solution, since $Q$ rises from 0 to $\infty$ on $0<\kappa<1$. The ratio $r/g$ is then doubly periodic without zeros or poles, hence a constant. The shift $u\to u+2iK$ inverts both functions, so the constant is $\pm1$. Both are positive at $u=0$, so it is $+1$. As $\mathrm{dn}\,v$ runs between $\kappa_k$ and 1, $g$ runs between $-e(\kappa_k)$ and $e(\kappa_k)$. The ripple height is
\begin{equation}
\varepsilon_k=e(\kappa_k).
\end{equation}

\section*{(e) The rate of decay}

\textit{Turn $\varepsilon_k$ into an explicit exponential bound, and examine wide and narrow angular ranges.}

\textbf{Solution.} Take $k=2$. From $\mathrm{dn}(K'-u)=\kappa/\mathrm{dn}\,u$ follows $p_1p_2=ab$. With $\bar p=(p_1+p_2)/2$ and $x=(s+ab/s)/2$,
\begin{equation}
r=\frac{s^2-2\bar p s+ab}{s^2+2\bar p s+ab}=\frac{x-\bar p}{x+\bar p}.
\end{equation}
On $[a,b]$, $x$ covers $[\sqrt{ab},(a+b)/2]$. This is a one-rate problem with equal extremes, so its modulus is the ratio of the end points:
\begin{equation}
\kappa_2=\frac{2\sqrt{ab}}{a+b}=\frac{2\sqrt\kappa}{1+\kappa}.
\end{equation}
By (\ref{Q}) this step doubles $Q$. Applied to $\kappa_k$ it therefore gives $\kappa_{2k}$. Write $\varepsilon=\varepsilon_k$ and insert $\sqrt{\kappa_k}=(1-\varepsilon)/(1+\varepsilon)$:
\begin{equation}
\frac1{\kappa_{2k}}=\frac{(1+\varepsilon)^2+(1-\varepsilon)^2}{2(1-\varepsilon^2)}=\frac{1+\varepsilon^2}{1-\varepsilon^2}.
\end{equation}
Hence
\begin{align}
\varepsilon_{2k}&=\frac{\sqrt{1+\varepsilon^2}-\sqrt{1-\varepsilon^2}}{\sqrt{1+\varepsilon^2}+\sqrt{1-\varepsilon^2}}
=\frac{1-\sqrt{1-\varepsilon^4}}{\varepsilon^2}\nonumber\\
&=\frac{\varepsilon^2}{1+\sqrt{1-\varepsilon^4}}\ge\frac{\varepsilon^2}{2}.
\end{align}
The second form comes from multiplying top and bottom by the numerator, the third from multiplying by $1+\sqrt{1-\varepsilon^4}$. Thus $\ln(2/\varepsilon_{2k})\le2\ln(2/\varepsilon_k)$, and after $m$ doublings
\begin{equation}
\ln\frac2{\varepsilon_k}\ge2^{-m}\ln\frac{2}{\varepsilon_{2^mk}} .
\end{equation}
As $m\to\infty$ the modulus tends to 1. There $\kappa\simeq1-4\varepsilon$, so $\kappa'^2\simeq8\varepsilon$. The standard limits $K(\kappa)\simeq\ln(4/\kappa')$ and $K(\kappa')\to\pi/2$ give
\begin{equation}
\pi Q\simeq2\ln\frac4{\sqrt{8\varepsilon}}=\ln\frac2\varepsilon .
\end{equation}
Since $Q(\kappa_{2^mk})=2^mkQ(\kappa)$, the right side of the inequality tends to $k\pi Q(\kappa)$. With (\ref{sv}), this proves
\begin{equation}
\boxed{\;\frac{\sigma_k}{\sigma_0}\le\varepsilon_k\le2\rho^{-k},\qquad
\ln\rho=\frac{\pi K(\kappa)}{K(\sqrt{1-\kappa^2})}\;}
\end{equation}

For a wide range, $\kappa\to0$, the two integrals tend to $\pi/2$ and $\ln(4/\kappa)$, so
\begin{equation}
\ln\rho\simeq\frac{\pi^2}{2\ln(4\gamma)} .
\end{equation}
The decay slows, but only logarithmically in $\gamma$. For a narrow range, $\varepsilon_1\simeq(\gamma-1)/4$ and $\rho\simeq2/\varepsilon_1\simeq8/(\gamma-1)$: nearly equal angles carry nearly the same information.

\section*{(f) From singular values to layers}

\textit{Divide a film into $n$ layers of unknown uniform content $x_j$ and known thickness, the thickest being $h$. The data have independent noise of standard deviation $\delta$. How well can the contents be found without prior knowledge? Can more angles help at fixed total time?}

\textbf{Solution.} Here $w_i=s_i$. The profile built from the contents satisfies $\|c\|^2=\sum_jh_jx_j^2\le h\|x\|^2$. These profiles form an $n$-dimensional space, so one of them is orthogonal to the first $n-1$ right singular vectors of $F$. For it, $\|Fc\|\le\sigma_{n-1}\|c\|$. The smallest singular value $\mu$ of the matrix $M$ from contents to data thus obeys
\begin{equation}
\mu\le\sqrt h\,\sigma_{n-1}.
\end{equation}
Suppose $\mu>0$ and let $v$ be the unit vector with $\|Mv\|=\mu$. A linear estimate $\eta\cdot y$ of $v\cdot x$ is unbiased if $M^T\eta=v$. Then $1=v\cdot v=\eta\cdot Mv\le\|\eta\|\mu$, so its standard error $\delta\|\eta\|$ is at least $\delta/\mu$. Least squares attains this value. The worst error therefore satisfies
\begin{equation}
\Delta_n=\frac\delta\mu\ge\frac{\delta\,\rho^{\,n-1}}{2\sigma_0\sqrt h}.
\label{err}
\end{equation}
Call $n$ layers resolved when $\Delta_n\le\tau$, so that every unit-norm combination of contents has standard error at most $\tau$.

Now share a fixed time among any angles in the range, with fractions $f_i$ and $\sum_if_i=1$. Let $\delta_1$ be the noise if all the time were spent at one angle, taken as equal for all angles. Counting statistics then give $\delta_i^2=\delta_1^2/f_i$. With $w_i=s_i/\delta_i$ the noise is 1, and
\begin{equation}
\sigma_0^2\le\mathrm{tr}\,G=\sum_i\frac{f_is_i}{2\delta_1^2}\le\frac{b}{2\delta_1^2}
\quad\Rightarrow\quad
\Delta_n\ge\frac{\delta_1\rho^{\,n-1}}{\sqrt{2bh}} .
\label{time}
\end{equation}
The number of angles has dropped out.

\section*{(g) A nitrided gate oxide}

\textit{Take nitrogen in a 4 nm silicon oxynitride film on silicon, with $\lambda=3$ nm, eight angles from $0^\circ$ to $70^\circ$ in steps of $10^\circ$, $\delta=0.01$ of the reference signal and $\tau=0.1$. How many equal layers are resolved?}

\textbf{Solution.} The rates run from $a=0.333$ to $b=0.975$ nm$^{-1}$, so $\gamma=2.92$. With $K(\kappa)=1.620$ and $K(\kappa')=2.505$,
\begin{equation}
\ln\rho=\frac{\pi\times1.620}{2.505}=2.03,\qquad \rho=7.63,\qquad\rho^2=58 .
\end{equation}
The wide-range formula gives 7.44. Singular values computed by quadrature over depth have $\sigma_0=1.389$ nm$^{-1/2}$ and these ratios:
\begin{center}
\begin{tabular}{ccc}
$k$ & $\sigma_k/\sigma_0$ & $\varepsilon_k$\\
1 & 0.195 & 0.262\\
2 & 0.0277 & 0.0344\\
3 & 0.00319 & 0.00450\\
4 & 0.00028 & 0.00059
\end{tabular}
\end{center}
The bound lies above the values by a factor of about 1.2 to 2.1. For a continuum of angles, numerical diagonalisation of the kernel $1/(s+t)$ on $[a,b]$ gives $\sigma_4/\sigma_5=7.59$, so here $\rho$ also describes the actual decay well.

For layers with edges $z_0=0,\dots,z_n=4$ nm, integration gives $M_{ij}=e^{-s_iz_{j-1}}-e^{-s_iz_j}$. Its smallest singular value gives $\Delta_n$. The last column is the noise that would just resolve the layers, $\delta\tau/\Delta_n$.
\begin{center}
\begin{tabular}{cccc}
$n$ & $\Delta_n$ & bound (\ref{err}) & noise needed\\
1 & 0.0042 & 0.0018 & 0.24\\
2 & 0.044 & 0.019 & 0.023\\
3 & 0.72 & 0.18 & 0.0014\\
4 & 24 & 1.6 & 0.00004
\end{tabular}
\end{center}
Two layers are resolved. For three, the bound alone already exceeds $\tau$:
\begin{equation}
\frac{0.01\times58.2}{2\times1.389\times\sqrt{1.333}}=0.18 .
\end{equation}
From two layers on, the actual errors grow faster than the bound, which does not use the fact that the film ends at 4 nm. If noise falls as the inverse square root of time, three layers need $(0.72/0.1)^2\approx52$ times the counting time, and four need about $6\times10^4$ times.

The three-layer profiles $(0.300,0.300,0.300)$ and $(0.273,0.433,0.153)$, listed from the surface inward, show what is lost. The third decimal is kept because the signal changes of the layers nearly cancel. The second profile has about half the nitrogen of the first next to the silicon, yet no signal differs by more than 0.002, a fifth of the noise.

More angles do not cure this. With $\delta_1=0.01/\sqrt8=0.0035$, (\ref{time}) gives $\Delta_3\ge0.13$ for any set of angles in the range at the same total time. With 71 angles in $1^\circ$ steps and equal shares of that time, $\Delta_3=0.93$, worse than 0.72. Eight equally spaced angles reaching $80^\circ$, at unchanged noise per angle, lower $\rho$ to 4.84 and $\Delta_3$ to 0.24, which is still above $\tau$.

\section*{(h) The real measurement}

\textit{Which neglected effects matter at this level of noise, and what can evade the limit?}

\textbf{Solution.} The film stands for a fairly thick nitrided gate oxide, and $\lambda$ is a rough typical value for nitrogen 1s electrons excited by aluminium K$\alpha$ radiation. The noise is a choice, and not a small one. For contents $(0.3,0.1)$ in two 2 nm layers, the signal runs from 0.17 at $0^\circ$ to 0.27 at $70^\circ$, so 0.01 is 4 to 6\% of it. Five times less noise gives $\Delta_3=0.72/5=0.14$, still unresolved. For the same contents, the table lists the largest signal change from each neglected effect, and the bias it causes when the two-layer model of (g) is fitted regardless.
\begin{center}
\begin{tabular}{lcc}
effect & signal & bias, upper and lower layer\\
elastic scattering & 0.009 & $-0.003,\ +0.040$\\
$\lambda$ longer by 10\% & 0.010 & $-0.003,\ -0.034$\\
acceptance $\pm6^\circ$ & 0.0004 & $0.000,\ +0.001$\\
0.3 nm carbon layer & 0.068 & $-0.095,\ +0.125$
\end{tabular}
\end{center}
The scattering entry comes from a numerical solution of the transport equation, with emission and scattering both taken as isotropic, in a uniform half-space with a rough elastic transport length of 24 nm. The acceptance entry averages the normalised signal evenly over angle. If sample and reference counts from a fixed viewed area are instead summed separately over the acceptance, each angle is weighted by $\cos\theta$. The change is then 0.002 and the biases are $-0.003$ and $+0.007$, still well below the noise. The carbon layer is given the film's $\lambda$ and is absent from the reference.

An uncorrected carbon layer spoils even the two-layer result. In the lower layer, scattering and an error in $\lambda$ each cost about as much as the noise does; in the upper layer they cost much less. Counting longer does not remove these errors. The noise needed for three layers, 0.0014, is about six times smaller than the scattering change. Much of that change can be absorbed by a shorter effective attenuation length: with 2.8 nm in the straight-path model, it falls from 0.009 to 0.002 for the same contents. Using the scattering response in the fit gives $\Delta_3=0.64$ instead of 0.72: better modelling removes bias but hardly adds resolution here. Roughness and differences in $\lambda$ between materials are not included.

The limit concerns linear unbiased recovery. Knowing where the film ends is not enough to evade it, since the layers in (g) already use this. Confining the contents between 0 and 1 caps the errors but does not by itself make many layers stable. A smoothness penalty adds more information and can give a stable profile with many layers. Along combinations whose signal lies below the noise, such a profile mainly reflects the added assumption. Its detail is then as reliable as that assumption, and should be reported with it.
